# Linear image transfer of a weak grating under partially coherent light

## A ripple that does not fade, and then does

A mask carries a faint periodic ripple in its transmission. The amplitude transmission varies by 5% about its mean. A lens of numerical aperture 0.60 images it with light of wavelength 248 nm, and the source fills half the radius of the lens pupil. In the scalar model derived below, a ripple of pitch 1200 nm gives an image whose intensity varies by ±10.0% of the clear-field value. At 830 nm the figure is still 10.0%. At 700 nm it is 9.4%, at 500 nm 6.7%, and at 270 nm there is no ripple at all.

A lens that passes less fine detail than coarse detail might be expected to weaken the image steadily. Here nothing is lost over a whole range of pitches, and then the loss begins at a definite place. The explanation is geometrical: it rests on how much of one disk lies inside another.

## The model and its conventions

All lengths are measured at wafer scale, so the magnification of the lens has been divided out. The grating varies along $x$ with spatial frequency $f$, the inverse of the pitch $p$:

$$t(x)=1+\varepsilon\cos u,\qquad u=2\pi f x .$$

The number $\varepsilon$ is real and small, which makes this a weak amplitude grating. The mask is thin: its diffracted amplitudes do not depend on the direction of the illumination.

Spatial frequencies are expressed in units of $\mathrm{NA}/\lambda$. The grating frequency becomes

$$d=\frac{f\lambda}{\mathrm{NA}}=\frac{\lambda}{\mathrm{NA}\,p}.$$

In these units the pupil is the unit disk, with $P(\mathbf r)=1$ for $|\mathbf r|\le 1$ and $P=0$ outside. The lens is in focus and free of aberrations, and the field is treated as a scalar. The source is a uniform disk of radius $\sigma$, with $0<\sigma<1$. Each source point $\mathbf s=(s_x,s_y)$ sends a tilted plane wave to the mask. Different source points are mutually incoherent, so their image intensities add. An average over the source disk is written $\langle\cdots\rangle$.

## The image from one source point

Since $\cos u=(e^{iu}+e^{-iu})/2$, the grating splits the wave into an undiffracted order at $\mathbf s$ and two sidebands at $\mathbf s\pm\mathbf d$, where $\mathbf d=(d,0)$. Write $P_\pm=P(\mathbf s\pm\mathbf d)$. The undiffracted order passes the lens, because $|\mathbf s|\le\sigma<1$ gives $P(\mathbf s)=1$. Apart from the common tilt phase, which has no effect on intensity, the image field is

$$E=1+\frac{\varepsilon}{2}\left(P_+e^{iu}+P_-e^{-iu}\right).$$

The intensity is $|E|^2$. The cross term between 1 and the bracket is twice its real part:

$$2\,\mathrm{Re}\,\frac{\varepsilon}{2}\left(P_+e^{iu}+P_-e^{-iu}\right)=\varepsilon(P_++P_-)\cos u .$$

The squared modulus of the bracket contains $P_+^2+P_-^2+2P_+P_-\cos 2u$. Because $P_\pm$ is 0 or 1, $P_\pm^2=P_\pm$. Therefore

$$|E|^2=1+\varepsilon(P_++P_-)\cos u+\frac{\varepsilon^2}{4}\left(P_++P_-+2P_+P_-\cos2u\right).$$

A source point whose two sidebands both pass contributes a ripple $2\varepsilon$. One sideband gives $\varepsilon$, and none gives zero. A lost sideband thus costs half of that source point's ripple.

## Averaging over the source

Define

$$W(d)=\langle P(\mathbf s+\mathbf d)\rangle .$$

The source and the pupil are unchanged by $\mathbf s\to-\mathbf s$, so $\langle P_-\rangle=\langle P_+\rangle=W$. The image is

$$I=1+2\varepsilon W\cos u+\frac{\varepsilon^2}{2}W+\frac{\varepsilon^2}{2}W_2\cos2u,\qquad W_2=\langle P_+P_-\rangle .$$

The linear ripple is $2\varepsilon W$, and $W$ is called the transfer. To first order in $\varepsilon$ the ripple is also the contrast $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. The factor 2 comes from squaring the field.

The condition $|\mathbf s+\mathbf d|\le1$ says that $\mathbf s$ lies in a unit disk centred at $-\mathbf d$. Hence $W$ is the fraction of the source disk covered by a displaced pupil.

**The plateau.** If $d\le1-\sigma$, the triangle inequality gives $|\mathbf s+\mathbf d|\le\sigma+d\le1$ for every source point. No sideband is lost, and $W=1$. In ordinary units this holds up to

$$f_1=(1-\sigma)\frac{\mathrm{NA}}{\lambda}.$$

**The end.** If $d\ge1+\sigma$, the two disks have at most one point in common, and $W=0$. The transfer ends at $f_2=(1+\sigma)\mathrm{NA}/\lambda$.

With $\mathrm{NA}$ and $\lambda$ held fixed, a larger source moves $f_1$ down and $f_2$ up by equal amounts. It extends the range of pitches that leave some trace, at the price of a shorter plateau.

## The falling part

Let $1-\sigma<d<1+\sigma$. Reflect the picture so that the source is centred at $x=0$ and the pupil at $x=d$. The circles are $x^2+y^2=\sigma^2$ and $(x-d)^2+y^2=1$. Subtracting the second from the first gives $2dx-d^2=\sigma^2-1$, so they cross at

$$x_0=\frac{d^2+\sigma^2-1}{2d},\qquad d-x_0=\frac{d^2+1-\sigma^2}{2d}.$$

The half-length of the common chord is $h=\sqrt{\sigma^2-x_0^2}$. To see which circle bounds the overlap, compare squared half-heights:

$$\left[1-(x-d)^2\right]-\left[\sigma^2-x^2\right]=2d(x-x_0).$$

To the right of $x_0$ the source is lower and sets the boundary; to the left the pupil does. The overlap area, with $v=x-d$ in the second integral, is

$$A=2\int_{x_0}^{\sigma}\sqrt{\sigma^2-x^2}\,dx+2\int_{-1}^{x_0-d}\sqrt{1-v^2}\,dv .$$

Each term is the area of a circular segment, a sector less a triangle. When $x_0<0$ the first triangle is added instead, and the sign of $x_0$ takes care of this:

$$A=\left[\sigma^2\arccos\frac{x_0}{\sigma}-x_0h\right]+\left[\arccos(d-x_0)-(d-x_0)h\right].$$

The two triangle terms add to $dh$, which leaves

$$W=\frac{1}{\pi\sigma^2}\left[\sigma^2\arccos\frac{x_0}{\sigma}+\arccos(d-x_0)-dh\right].$$

To show that $W$ falls, differentiate the integral form of $A$. Both integrands equal $h$ at the moving limits. With $x_0'=dx_0/dd$,

$$\frac{dA}{dd}=-2hx_0'+2h(x_0'-1)=-2h .$$

The slope of the transfer is therefore

$$\frac{dW}{dd}=-\frac{L}{\pi\sigma^2},\qquad L=2h .$$

The common chord $L$ is positive whenever the circles cross at two points, which they do throughout this interval. The fall is strict.

## How the plateau ends

The chord follows from $L^2=4\sigma^2-4x_0^2$. Inserting $x_0$ and factoring a difference of squares twice gives

$$L^2=\frac{4d^2\sigma^2-(d^2+\sigma^2-1)^2}{d^2}=\frac{[1-(d-\sigma)^2][(d+\sigma)^2-1]}{d^2},$$

$$L^2=\frac{(1+\sigma-d)(1-\sigma+d)(d+\sigma-1)(d+\sigma+1)}{d^2}.$$

Set $d=1-\sigma+\delta$ with small positive $\delta$. The four factors become $2\sigma$, $2(1-\sigma)$, $\delta$ and 2 to leading order, and $d^2\to(1-\sigma)^2$. Hence $L\approx\sqrt{8\sigma\delta/(1-\sigma)}$. Integrating the slope from the edge gives

$$1-W\approx\frac{2}{3\pi\sigma^2}\sqrt{\frac{8\sigma}{1-\sigma}}\;\delta^{3/2}.$$

The slope starts from zero, so the curve has no corner. For $\sigma=0.5$ the coefficient is 2.40. At 700 nm, $\delta=0.0905$ and this law predicts a loss of 0.065; the full formula gives 0.060.

The other end is similar. With $d=1+\sigma-\eta$ the factors are $\eta$, 2, $2\sigma$ and $2(1+\sigma)$, and

$$W\approx\frac{2}{3\pi\sigma^2}\sqrt{\frac{8\sigma}{1+\sigma}}\;\eta^{3/2}.$$

At 300 nm, $\eta=0.122$ and this gives 0.059, against 0.058 from the full formula. The last traces of the image also fade smoothly.

## The worked example

Take $\lambda=248$ nm, $\mathrm{NA}=0.60$, $\sigma=0.50$ and $\varepsilon=0.05$. The unit of length is $\lambda/\mathrm{NA}=413.33$ nm. The plateau reaches down to the pitch

$$p_1=\frac{413.33}{1-0.50}=826.7\ \text{nm},$$

which is $f_1=1.210\ \mu\text{m}^{-1}$. The transfer ends at $p_2=413.33/1.50=275.6$ nm, or $f_2=3.629\ \mu\text{m}^{-1}$.

For a pitch of 500 nm, $d=413.33/500=0.8267$. Then $x_0=-0.0403$, $h=0.4984$, and

$$A=0.4129+0.5217-0.4120=0.5226 .$$

The source area is $\pi\sigma^2=0.7854$, so $W=0.665$, and the image ripple is $2\times0.05\times0.665=0.067$ of the clear field. Other pitches follow in the same way:

| pitch (nm) | $d$ | $W$ |
|---|---|---|
| 1200 | 0.344 | 1.000 |
| 830 | 0.498 | 1.000 |
| 700 | 0.590 | 0.940 |
| 500 | 0.827 | 0.665 |
| 400 | 1.033 | 0.406 |
| 300 | 1.378 | 0.058 |
| 270 | 1.531 | 0 |

The value 0.665 can be read in terms of sidebands. To lose both, a source point must satisfy $|\mathbf s|^2+d^2\pm2s_xd>1$ for both signs, hence $|\mathbf s|^2+d^2>1$. At 500 nm the largest left side is $0.25+0.683=0.933$, so no source point loses both. The fraction passing both is then $W_2=2W-1=2(0.6654)-1=0.331$, and the remaining 0.669 pass one. Indeed $0.331+0.669/2=0.665$.

At $d=1$ the edge of the displaced pupil runs through the centre of the source. A straight edge there would cover half the source. The pupil lies inside its tangent, so it covers less: $W=0.447$.

## Small and large sources

As $\sigma\to0$ the falling interval, of width $2\sigma$, shrinks onto $d=1$. The transfer becomes a step: full ripple below $\mathrm{NA}/\lambda$, none above. This is the coherent limit.

At $\sigma=1$ the plateau has shrunk to $d=0$. Then $x_0=d/2$ and $h=\sqrt{1-d^2/4}$, so for $0\le d\le2$

$$W=\frac{2}{\pi}\left[\arccos\frac d2-\frac d2\sqrt{1-\frac{d^2}{4}}\right].$$

This is the normalized overlap of two equal pupils. At $d=0.2$ it is already down to 0.873.

For $\sigma>1$, source points with $|\mathbf s|>1$ have no undiffracted order in the image. They cannot contribute to the linear term, which needs that order as a partner. The points that remain fill the unit disk. After division by the clear-field intensity, the linear response is that of $\sigma=1$, whatever the excess size of the source.

## What weak means

For the single cosine, the first harmonic in $I$ is $2\varepsilon W$ with no correction at higher order. Finite strength shows in the mean and in the second harmonic. On the plateau at 830 nm, the mean rises by $\varepsilon^2/2=0.00125$ of the clear field, and the second harmonic has the same size because $W_2=1$ there.

With several harmonics in the grating, the first image harmonic changes too. Take $t=1+\varepsilon(\cos u+\tfrac12\cos2u)$. Its orders have amplitudes $\varepsilon/2$ at $\pm\mathbf d$ and $\varepsilon/4$ at $\pm2\mathbf d$. The order pairs $(2,1)$ and $(-1,-2)$ also beat at frequency $f$. On the plateau $P_\pm=1$, and each pair contributes $(\varepsilon^2/8)W(2d)$ to the coefficient of $e^{iu}$. The cosine amplitude therefore gains $\varepsilon^2W(2d)/2$, a fraction $\varepsilon W(2d)/4$ of $2\varepsilon$. For $d=0.4$ and $\varepsilon=0.05$ this is 0.9%.

## Why focus matters

Defocus by a distance $z$ gives each order a phase

$$\Phi(\mathbf r)=\frac{2\pi z}{\lambda}\left(\sqrt{1-\mathrm{NA}^2|\mathbf r|^2}-1\right).$$

Let $\Delta=\Phi(\mathbf s+\mathbf d)-\Phi(\mathbf s)$. The upper sideband now contributes $\varepsilon P_+\cos(u+\Delta)$. The lower one, after $\mathbf s\to-\mathbf s$ in the average, contributes $\varepsilon P_+\cos(u-\Delta)$. Their sum is $2\varepsilon P_+\cos u\cos\Delta$, so $W$ is replaced by

$$W_z=\langle P_+\cos\Delta\rangle .$$

Every sideband still passes on the old plateau, but the sidebands no longer meet the undiffracted order in phase. For small angles $\Delta\approx-a(d^2+2ds_x)$ with $a=\pi z\,\mathrm{NA}^2/\lambda$. Using $\langle s_x\rangle=0$, $\langle s_x^2\rangle=\sigma^2/4$ and $\cos\Delta\approx1-\Delta^2/2$,

$$W_z\approx1-\frac{a^2}{2}\left(d^4+\sigma^2d^2\right)\qquad(d\le1-\sigma).$$

The plateau has become a slope. For $z=200$ nm, $a=0.912$, and the estimate is 0.982 at 1200 nm and 0.949 at 830 nm. Averaging $\cos\Delta$ with the full square root over a fine square grid of source points gives 0.980 and 0.941. At 500 nm the same average gives 0.577 instead of 0.665.

A weak phase grating, $t\approx1+i\varepsilon\cos u$, behaves in the opposite way. The factor $i$ turns the two contributions into $-\varepsilon P_+\sin(u+\Delta)$ and $+\varepsilon P_+\sin(u-\Delta)$. Their sum is $-2\varepsilon P_+\cos u\sin\Delta$. In focus $\Delta=0$ and the linear image vanishes. At 830 nm and 200 nm defocus, the source average gives a response of magnitude 0.23 in units of $2\varepsilon$.

## The model beside a real exposure tool

The wavelength is that of a KrF laser, and the values of NA and $\sigma$ are roughly those of an older projection tool for that light. In the scalar model a larger aperture, at fixed $\sigma$, moves both edges to finer pitches. A source shaped as a ring or as separated poles needs its own average of $P(\mathbf s+\mathbf d)$. A ring of outer radius $\sigma$ keeps both edges derived here, but the transfer falls differently between them. For separated poles the edges depend on where the poles lie relative to the grating direction. A chrome mask breaks the assumption of weakness. An opaque pattern of equal lines and spaces has mean transmission $1/2$ and first orders $1/\pi$. Divided by its mean, it has $\varepsilon=4/\pi=1.27$ and no second order. At 500 nm its third order lies at $3d=2.48$, beyond the reach $1+\sigma$ of the lens, so the single-cosine image applies even at this strength. The ratio of first harmonic to mean is

$$\frac{2\varepsilon W}{1+\varepsilon^2W/2}=\frac{1.69}{1.54}=1.10,$$

against 1.69 from the linear term alone. The linear theory suits a small transmission ripple, and for this chrome grating at 500 nm pitch it overstates the ratio by about half.

## Other neglected effects

**Aberration.** Spherical aberration of 0.02 wave rms over the pupil is an assumed, moderate value. Its phase is $2\pi(0.02)\sqrt5\,(6r^4-6r^2+1)$ with $r=|\mathbf r|$. It enters through $\Delta$ as defocus does, and the same source average gives 0.980 at 830 nm.

**Vector fields.** Light is a transverse field, and the lens bends its direction along with the ray. If $\mathbf e$ is the unit field vector of an order and $\theta$ its angle to the axis in air, conservation of power through the lens gives the order an extra amplitude $1/\sqrt{\cos\theta}$. This assumes that the angles on the mask side are small, as they are for a lens of large reduction. Consider an axial source point and a sideband at angle $\theta$, with $\sin\theta=\lambda/p$. For a field across the lines, $\mathbf e\cdot\mathbf e'=\cos\theta$, and the ripple is multiplied by $\sqrt{\cos\theta}$. For a field along the lines the vectors stay parallel, and the factor is $1/\sqrt{\cos\theta}$. At 830 nm these factors are 0.977 and 1.024. Averaging over the whole source, and dividing by the clear-field intensity, gives 0.978 and 1.026. Unpolarized light takes their mean, 1.002, so the two errors nearly cancel. At 500 nm the unpolarized value is 0.651, about 2% below the scalar 0.665. These figures are for $|E|^2$ in air and a lens of very large reduction. For a reduction of 4, the mask-side part of the power factor lowers them by about 0.0015, to 1.001 and 0.649 for unpolarized light. Inside a resist the vector errors are smaller, because refraction brings the rays closer to the axis and the surface transmission offsets part of the $1/\sqrt{\cos\theta}$ factor. Just below the surface of a medium of index 1.75, without back reflections, the two factors at 830 nm are 0.997 and 1.002, and the unpolarized value at 500 nm is 0.660.

**Source size.** If $\sigma$ is 0.52 instead of 0.50, the plateau ends at 861 nm instead of 827 nm. The pitch 830 nm then lies $\delta=0.018$ past the edge, and the onset law puts the loss there at about 0.6%. The position of the edge is sensitive to the source, while the transfer near it is not.

Among the imaging errors sized here at 830 nm for unpolarized light, the 200 nm defocus is the largest, with a loss of 6%. Stray light, laser bandwidth, mask thickness and the response of the resist are outside these estimates.

Numerical values quoted here were computed with a short program.
